**Electrocaloric heating from a Landau energy, compared with the first law**

For a small reversible adiabatic change, the program tests $\Delta T\simeq a_0T\,\Delta(P^2)/(2C)$. Here $T$ is the starting temperature, $P$ the polarization, $C$ the volumetric lattice heat capacity, and $a_0$ the temperature slope of the quadratic Landau coefficient. The program asserts that the entropy and the fixed-field heat capacity agree with derivatives of a directly minimized energy. It marches $dU=E\,dP$ in small field steps, where $U$ is the internal energy and $E$ the field, and asserts agreement with the adiabatic law above and below $T_0$ (the temperature where the quadratic coefficient changes sign) and on field removal. It also asserts that, for a small field step, the isothermal change of $P^2$ pairs with the fixed-field heat capacity, and that a sudden field step heats more than a slow ramp. For the model parameters, the formula gives 2.172 K and the first law 2.180 K, while a sudden step gives 3.07 K. The output also sizes neglected effects; an assumed drift of the quartic coefficient by 0.5% per kelvin raises the heating to 2.52 K.

## Numerical verification

```python
"""
Electrocaloric temperature change from a Landau energy.

Result under test: for a reversible adiabatic change of field,
    dT = a0 * T * (P2^2 - P1^2) / (2 * C)      when dT is small against T,
for the energy per volume
    F(T,P) = F_lat(T) + a0 (T-T0) P^2/2 + b P^4/4 + c P^6/6,   E = dF/dP.
T temperature, P polarization, E field, C = -T F_lat'' lattice heat capacity
per volume, a0 = 1/(eps0 * Curie constant), b and c independent of T.
P1 and P2 are the polarizations at the two ends of the adiabatic path.
The independent road is the first law, dU = E dP, marched in small steps.
All material parameters are rough, round model values.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

curie_constant = 1.0e5      # K
T0 = 280.0                  # K
T_start = 300.0             # K
b4 = 2.0e9                  # J m^5 / C^4
C_lat = 3.0e6               # J / (m^3 K)
E_max = 2.0e7               # V/m
a0 = 1.0 / (epsilon_0 * curie_constant)
T_ref = 300.0               # zero of lattice energy and entropy

# Energy density and, from it, the internal energy U = F - T dF/dT
T_s, P_s, b_s, c_s = sp.symbols("T P b c", positive=True)
C_s, a_s, T0_s, Tr_s = sp.symbols("C a T0 Tr", positive=True)
F_s = (C_s * (T_s - Tr_s - T_s * sp.log(T_s / Tr_s))
       + a_s * (T_s - T0_s) * P_s**2 / 2 + b_s * P_s**4 / 4 + c_s * P_s**6 / 6)
U_s = sp.expand(F_s - T_s * sp.diff(F_s, T_s))
values = {C_s: C_lat, a_s: a0, T0_s: T0, Tr_s: T_ref}
free_energy = sp.lambdify((T_s, P_s, b_s, c_s), F_s.subs(values), "math")
internal_energy = sp.lambdify((T_s, P_s, b_s, c_s), U_s.subs(values), "math")


def polarization(T, E, b=b4, c=0.0):
    """Equilibrium polarization on the branch along the field."""
    def excess(P):
        return a0 * (T - T0) * P + b * P**3 + c * P**5 - E
    if excess(1e-12) >= 0.0:
        return 0.0
    return brentq(excess, 1e-12, 2.0, xtol=1e-15, rtol=1e-14)


def first_law_march(T, E_from, E_to, c=0.0, steps=400):
    """End temperature and polarization from dU = E dP; entropy is not used."""
    fields = np.linspace(E_from, E_to, steps + 1)
    P = polarization(T, fields[0], c=c)
    for E_old, E_new in zip(fields[:-1], fields[1:]):
        U_old = internal_energy(T, P, b4, c)

        def imbalance(T_new):
            P_new = polarization(T_new, E_new, c=c)
            work = 0.5 * (E_old + E_new) * (P_new - P)
            return internal_energy(T_new, P_new, b4, c) - U_old - work
        T = brentq(imbalance, T - 1.0, T + 1.0, xtol=1e-12, rtol=1e-14)
        P = polarization(T, E_new, c=c)
    return T, P


def minimum_energy(T, E):
    """Minimum over P of F - E P, found by direct search."""
    found = minimize_scalar(lambda P: free_energy(T, P, b4, 0.0) - E * P,
                            bounds=(0.0, 1.0), method="bounded",
                            options={"xatol": 1e-10})
    return found.fun


# Weak-field susceptibility fixes a0
weak_field = 1.0
chi = polarization(T_start, weak_field) / (epsilon_0 * weak_field)
assert abs(chi / (curie_constant / (T_start - T0)) - 1) < 1e-6

# Entropy: slope of the minimised energy against -a0 P^2/2 (lattice part is 0 here)
P_iso = polarization(T_start, E_max)
h = 0.05
entropy_numeric = -(minimum_energy(T_start + h, E_max)
                    - minimum_energy(T_start - h, E_max)) / (2 * h)
entropy_formula = -a0 * P_iso**2 / 2
assert abs(entropy_numeric / entropy_formula - 1) < 1e-5


# Heat capacity at fixed field: curvature of the minimised energy
def field_heat_capacity(T, E):
    P = polarization(T, E)
    stiffness = a0 * (T - T0) + 3 * b4 * P**2
    return C_lat + a0**2 * T * P**2 / stiffness


h = 0.5
curvature = (minimum_energy(T_start + h, E_max) - 2 * minimum_energy(T_start, E_max)
             + minimum_energy(T_start - h, E_max)) / h**2
C_field = field_heat_capacity(T_start, E_max)
assert abs((-T_start * curvature - C_lat) / (C_field - C_lat) - 1) < 2e-3

# Adiabatic heating: first law against the exponential law and the small-change law
for E in (0.25 * E_max, 0.5 * E_max, E_max):
    T_end, P_end = first_law_march(T_start, 0.0, E)
    dT_law = T_end - T_start
    dT_small = a0 * T_start * P_end**2 / (2 * C_lat)
    T_exponential = T_start * math.exp(a0 * P_end**2 / (2 * C_lat))
    assert abs(T_end - T_exponential) < 2e-5
    # the first relative correction is dT/(2T)
    assert abs(dT_law / dT_small - 1 - dT_small / (2 * T_start)) < 3e-5

# Below T0, with a sixth-power term: the spontaneous P^2 must be subtracted
T_cold, c6 = 260.0, 2.0e10
P_spont = polarization(T_cold, 0.0, c=c6)
T_cold_end, P_cold_end = first_law_march(T_cold, 0.0, E_max, c=c6)
dT_cold = T_cold_end - T_cold
dT_cold_small = a0 * T_cold * (P_cold_end**2 - P_spont**2) / (2 * C_lat)
assert P_spont > 0.05
assert abs(dT_cold / dT_cold_small - 1) < 0.01
assert abs(T_cold_end - T_cold * math.exp(dT_cold_small / T_cold)) < 2e-5

# Cooling when the field is removed, starting at the same temperature
T_cooled, P_left = first_law_march(T_start, E_max, 0.0)
dT_cool = T_cooled - T_start
dT_cool_small = a0 * T_start * (P_left**2 - P_iso**2) / (2 * C_lat)
assert dT_cool < 0
assert abs(T_cooled - T_start * math.exp(dT_cool_small / T_start)) < 2e-5

# Small step from a biased state: isothermal change of P^2 pairs with C_field
E_bias, E_step = 0.5 * E_max, 0.005 * E_max
T_step, _ = first_law_march(T_start, E_bias, E_bias + E_step, steps=20)
dP2_iso = (polarization(T_start, E_bias + E_step)**2
           - polarization(T_start, E_bias)**2)
C_bias = field_heat_capacity(T_start, E_bias + 0.5 * E_step)
step_with_C_field = a0 * T_start * dP2_iso / (2 * C_bias)
step_with_C_lat = a0 * T_start * dP2_iso / (2 * C_lat)
assert abs(step_with_C_field / (T_step - T_start) - 1) < 1e-3
assert step_with_C_lat / (T_step - T_start) - 1 > 0.01
dT_isothermal_P = a0 * T_start * P_iso**2 / (2 * C_lat)
assert dT_isothermal_P > dT_law

# Sudden field step: the source does work E_max * P, more than the reversible work
T_sudden = brentq(lambda T: internal_energy(T, polarization(T, E_max), b4, 0.0)
                  - internal_energy(T_start, 0.0, b4, 0.0)
                  - E_max * polarization(T, E_max), T_start, T_start + 20)
dT_sudden = T_sudden - T_start
assert dT_sudden > dT_law + 0.1


# Effects left out of the model, sized for this example
def heating_with(lattice_gain, drift=0.0):
    """Adiabatic heating for a given lattice entropy gain and drift db/dT."""
    def balance(T):
        P = polarization(T, E_max, b=b4 + drift * (T - T_start))
        return lattice_gain(T) - a0 * P**2 / 2 - drift * P**4 / 4
    return brentq(balance, T_start, T_start + 20, xtol=1e-12) - T_start


def debye_shape(T, theta):
    integral = quad(lambda x: x**4 * math.exp(x) / math.expm1(x)**2 if x > 0 else 0.0,
                    0.0, theta / T)[0]
    return 3 * (T / theta)**3 * integral


drift_percent = 0.5                       # of b per kelvin
dT_drift = heating_with(lambda T: C_lat * math.log(T / T_start),
                        drift_percent / 100 * b4)

debye_temperature = 500.0                 # K
shape_start = debye_shape(T_start, debye_temperature)
dT_debye = heating_with(lambda T: quad(
    lambda t: C_lat * debye_shape(t, debye_temperature) / shape_start / t,
    T_start, T)[0])

layer, electrode, C_electrode = 40e-6, 2e-6, 4.0e6    # m, m, J/(m^3 K)
C_shared = C_lat + C_electrode * electrode / layer
dT_electrode = heating_with(lambda T: C_shared * math.log(T / T_start))

conductivity, stack, ramp_time = 3.0, 2e-3, 1e-3      # W/(m K), m, s
diffusivity = conductivity / C_lat
layer_time = layer**2 / (math.pi**2 * diffusivity)
odd = 2 * np.arange(20000) + 1
kept = np.sum(8 / (odd * math.pi)**2
              * np.exp(-(odd * math.pi / stack)**2 * diffusivity * ramp_time))
lost_fraction = 1 - kept
early_law = 4 * math.sqrt(diffusivity * ramp_time / math.pi) / stack
assert abs(lost_fraction / early_law - 1) < 1e-2

loss_tangent, resistivity = 0.01, 1e10                # -, ohm m
reversible_work = quad(lambda P: a0 * (T_start - T0) * P + b4 * P**3, 0, P_iso)[0]
dT_loss = 0.5 * math.pi * loss_tangent * reversible_work / C_lat
dT_leak = E_max**2 * ramp_time / (resistivity * C_lat)
breakdown_field = 5.0e7                               # V/m


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (rough model values)")
show("Curie constant", curie_constant, 0, "K")
show("T0", T0, 0, "K")
show("start temperature", T_start, 0, "K")
print(f"a0 = 1/(eps0 Curie constant): {a0:.4e} J m/(C^2 K)")
print(f"quartic coefficient b: {b4:.1e} J m^5/C^4")
show("lattice heat capacity C", C_lat / 1e6, 2, "J/(cm^3 K)")
show("largest field", E_max / 1e8, 2, "MV/cm")
show("weak-field susceptibility at start", chi, 0)
print("HEATING, field 0 to largest")
show("P at end of adiabatic path", P_end * 100, 3, "uC/cm^2")
show("P at fixed start temperature", P_iso * 100, 3, "uC/cm^2")
show("dT, small-change formula", dT_small, 4, "K")
show("dT, first-law march", dT_law, 4, "K")
show("formula relative error", 100 * (dT_small / dT_law - 1), 3, "%")
show("dT, isothermal P with C", dT_isothermal_P, 4, "K")
show("C_E at largest field", C_field / 1e6, 4, "J/(cm^3 K)")
show("entropy change at fixed T", entropy_formula / 1e6, 5, "J/(cm^3 K)")
show("dT, sudden field step", dT_sudden, 3, "K")
print("OTHER PATHS")
show("dT, field removed at start temperature", dT_cool, 4, "K")
show("cold case: start temperature", T_cold, 0, "K")
print(f"cold case: sixth-power coefficient c: {c6:.1e} J m^9/C^6")
show("cold case: spontaneous P", P_spont * 100, 3, "uC/cm^2")
show("cold case: P at end", P_cold_end * 100, 3, "uC/cm^2")
show("cold case: dT, formula", dT_cold_small, 4, "K")
show("cold case: dT, first law", dT_cold, 4, "K")
show("bias step: excess of isothermal P with C",
     100 * (step_with_C_lat / (T_step - T_start) - 1), 2, "%")
print("NEGLECTED EFFECTS (rough inputs)")
show("assumed drift of b", drift_percent, 1, "% per K")
show("dT with drift of b", dT_drift, 3, "K")
show("layer thickness", layer * 1e6, 0, "um")
show("electrode thickness", electrode * 1e6, 0, "um")
show("electrode heat capacity", C_electrode / 1e6, 1, "J/(cm^3 K)")
show("dT shared with electrodes", dT_electrode, 3, "K")
show("thermal conductivity", conductivity, 1, "W/(m K)")
show("stack thickness", stack * 1e3, 1, "mm")
show("ramp time", ramp_time * 1e3, 1, "ms")
show("layer heat-spreading time", layer_time * 1e3, 2, "ms")
show("heat lost, faces held at start T", 100 * lost_fraction, 1, "%")
show("loss tangent", loss_tangent, 2)
show("heating by dielectric loss", dT_loss, 4, "K")
print(f"resistivity: {resistivity:.0e} ohm m")
print(f"heating by leakage: {dT_leak:.1e} K")
show("Debye temperature", debye_temperature, 0, "K")
show("dT with Debye heat capacity", dT_debye, 4, "K")
show("breakdown field", breakdown_field / 1e8, 2, "MV/cm")
show("largest field / breakdown field", E_max / breakdown_field, 2)
print("all tests passed")
```

Running it gives:

```
INPUTS (rough model values)
Curie constant: 100000 K
T0: 280 K
start temperature: 300 K
a0 = 1/(eps0 Curie constant): 1.1294e+06 J m/(C^2 K)
quartic coefficient b: 2.0e+09 J m^5/C^4
lattice heat capacity C: 3.00 J/(cm^3 K)
largest field: 0.20 MV/cm
weak-field susceptibility at start: 5000
HEATING, field 0 to largest
P at end of adiabatic path: 19.612 uC/cm^2
P at fixed start temperature: 19.801 uC/cm^2
dT, small-change formula: 2.1721 K
dT, first-law march: 2.1799 K
formula relative error: -0.362 %
dT, isothermal P with C: 2.2141 K
C_E at largest field: 3.0582 J/(cm^3 K)
entropy change at fixed T: -0.02214 J/(cm^3 K)
dT, sudden field step: 3.071 K
OTHER PATHS
dT, field removed at start temperature: -2.2060 K
cold case: start temperature: 260 K
cold case: sixth-power coefficient c: 2.0e+10 J m^9/C^6
cold case: spontaneous P: 10.122 uC/cm^2
cold case: P at end: 20.451 uC/cm^2
cold case: dT, formula: 1.5455 K
cold case: dT, first law: 1.5501 K
bias step: excess of isothermal P with C: 1.82 %
NEGLECTED EFFECTS (rough inputs)
assumed drift of b: 0.5 % per K
dT with drift of b: 2.522 K
layer thickness: 40 um
electrode thickness: 2 um
electrode heat capacity: 4.0 J/(cm^3 K)
dT shared with electrodes: 2.046 K
thermal conductivity: 3.0 W/(m K)
stack thickness: 2.0 mm
ramp time: 1.0 ms
layer heat-spreading time: 0.16 ms
heat lost, faces held at start T: 3.6 %
loss tangent: 0.01
heating by dielectric loss: 0.0063 K
resistivity: 1e+10 ohm m
heating by leakage: 1.3e-05 K
Debye temperature: 500 K
dT with Debye heat capacity: 2.1779 K
breakdown field: 0.50 MV/cm
largest field / breakdown field: 0.40
all tests passed
```
